# Spherical pores at Poisson ratio 0.2: the differential scheme for stiffness

## What symmetry fixes

A solid with Young modulus $E_s$ and Poisson ratio $\nu_s$ contains empty spherical pores. Their volume divided by the total volume is the porosity $\phi$, and $p=1-\phi$ is the solid fraction. The solid is linear elastic and isotropic, and the pores are placed at random, so the porous body is isotropic too and has two elastic constants. Classical elasticity contains no length, and $E_s$ is the only modulus supplied. Hence, for a given kind of pore arrangement,

$$E=E_s\,f(p,\nu_s),\qquad \nu=g(p,\nu_s).$$

Now let the pores come in generations, each much larger than the one before. A new pore then sees the earlier porous material as a uniform solid. Suppose that for one special $\nu_s$ the Poisson ratio does not change. Let every generation be dilute, so that a finite porosity takes many of them. A first set of generations leaves a solid fraction $p_1$. A second set leaves a fraction $p_2$ of that material, so the total solid fraction is $p_1p_2$. The two sets together are again a sequence of dilute generations, so the same function $f$ describes each set and the whole. Both sets act on a solid of the same Poisson ratio, and therefore

$$f(p_1p_2)=f(p_1)f(p_2).$$

With $t=\ln p$, the function $\ln f$ is additive in $t$. A continuous additive function is linear, so $f=p^n$.

It remains to find the special Poisson ratio and the exponent. They are $\nu_s=1/5$ and $n=2$:

$$\boxed{\nu=\tfrac15,\qquad E=E_s(1-\phi)^2,\qquad 0\le\phi<1.}$$

This is a result of the differential scheme, in which every generation is also dilute. It is not a law for every arrangement of spheres. Two derivations follow. They use the bulk and shear moduli

$$K=\frac{E}{3(1-2\nu)},\qquad G=\frac{E}{2(1+\nu)}.$$

## First derivation: the displacement of the pore wall

**Average strain.** Let $\bar\varepsilon$ and $\bar\sigma$ be averages over the whole volume $V$, pores included, with tension positive. The average strain is fixed by the displacement $u$ of the outer surface. Apply the divergence theorem to the solid part, with $n$ the normal on a pore wall pointing into the solid. Since the stress in a pore is zero, the solid strain integrates to $V C^{-1}:\bar\sigma$, where $C$ is the stiffness tensor. Thus

$$\bar\varepsilon=C^{-1}:\bar\sigma+\frac1V\oint_{\rm pores}\tfrac12(u\otimes n+n\otimes u)\,dA. \tag{1}$$

The last term is the pore strain times the pore fraction. For dilute pores, each pore sees the remote stress $\bar\sigma$ to leading order.

**Hydrostatic load.** Around a pore of radius $R$, equilibrium gives $u_r=\epsilon r+b/r^2$, with $\epsilon$ the remote strain. The radial stress is $3K\epsilon-4Gb/r^3$. It vanishes at the wall, so $b=3K\epsilon R^3/(4G)$. The pore strain is $u_r(R)/R=a_K\epsilon$, where

$$a_K=1+\frac{3K}{4G}=1+\frac{1+\nu}{2(1-2\nu)}=\frac{3(1-\nu)}{2(1-2\nu)}. \tag{2}$$

**Shear load.** Let the remote strain $e$ be symmetric and traceless, set $R=1$, and write $q=x\cdot e\cdot x$. Two decaying solutions are needed.

For a harmonic polynomial $h_l$ of degree $l$, $\nabla^2(r^mh_l)=m(m+1+2l)r^{m-2}h_l$. Hence $q/r^5$ and each component of $e\cdot x/r^3$ are harmonic.

- The field $\nabla(q/r^5)=2e\cdot x/r^5-5xq/r^7$ has zero divergence and zero Laplacian. It satisfies the equilibrium equation $\nabla(\nabla\cdot u)/(1-2\nu)+\nabla^2u=0$.
- The field $2(1-2\nu)e\cdot x/r^3+3xq/r^5$ has divergence $-6(1-2\nu)q/r^5$. Its Laplacian is $6\nabla(q/r^5)$, because $\nabla^2(xh)=2\nabla h$ for harmonic $h$. The two terms of the equilibrium equation cancel.

The total displacement is therefore $u=F(r)\,e\cdot x+H(r)\,xq$, with

$$F=1+\frac{2(1-2\nu)A}{r^3}+\frac{2B}{r^5},\qquad H=\frac{3A}{r^5}-\frac{5B}{r^7}.$$

The wall traction is

$$t_i=\lambda(\nabla\cdot u)n_i+G(n_j\partial_ju_i+n_j\partial_iu_j),\qquad \lambda=\frac{2G\nu}{1-2\nu}.$$

At $r=1$, where $n=x$, the two gradient terms are

$$n_j\partial_ju=(F'+F)\,e\cdot x+(H'+3H)\,xq,$$

$$n_j\nabla u_j=\nabla(x\cdot u)-u=(F+2H)\,e\cdot x+(F'+H'+H)\,xq.$$

The second line uses $x\cdot u=(F+r^2H)q$. The divergence is $(F'+H'+5H)q=-6(1-2\nu)Aq$. Setting the coefficients of $e\cdot x$ and $xq$ in $t/G$ to zero gives

$$F'+2F+2H=2+4(1+\nu)A-16B=0,$$

$$F'+2H'+4H-12\nu A=-24A+40B=0.$$

Thus $B=3A/5$. The first condition becomes $2=A(28/5-4\nu)$, so $A=5/[2(7-5\nu)]$. At the wall $H(1)=3A-5B=0$, and the displacement is linear in $x$. The sheared pore has a uniform strain $a_Ge$, with

$$a_G=F(1)=1+A\left(\frac{16}{5}-4\nu\right)=1+\frac{8-10\nu}{7-5\nu}=\frac{15(1-\nu)}{7-5\nu}. \tag{3}$$

As a separate test, the elastic energy of a sheared hollow sphere was minimized numerically at pore fraction $10^{-4}$ and $\nu=0.2$. The relative stiffness loss per pore fraction was 1.9996, against 2 from (3).

**Adding pores.** By (1), a small new pore fraction $\delta$ changes the moduli to

$$\frac1{K'}=\frac{1+a_K\delta}{K},\qquad \frac1{G'}=\frac{1+a_G\delta}{G}.$$

The new pores replace porous material, of which only a fraction $p$ is solid. Hence $dp=-p\,\delta$, or $d\ln p=-\delta$, and

$$\frac{d\ln K}{d\ln p}=a_K,\qquad \frac{d\ln G}{d\ln p}=a_G. \tag{4}$$

The ratio $K/G=2(1+\nu)/[3(1-2\nu)]$ has logarithmic derivative $3/[(1+\nu)(1-2\nu)]$ with respect to $\nu$. From (2) and (3),

$$a_K-a_G=\frac{3(1-\nu)[(7-5\nu)-10(1-2\nu)]}{2(1-2\nu)(7-5\nu)}=\frac{9(1-\nu)(5\nu-1)}{2(1-2\nu)(7-5\nu)}.$$

Dividing the second expression by the first gives

$$\frac{d\nu}{d\ln p}=\frac{3(1-\nu^2)(5\nu-1)}{2(7-5\nu)}. \tag{5}$$

In the range $-1<\nu<1/2$ the right side vanishes only at $\nu=1/5$. There $a_K=2.4/1.2=2$ and $a_G=12/6=2$. Both moduli obey $d\ln M/d\ln p=2$, and integration from $p=1$ gives the boxed result.

Equation (5) also describes other skeletons. Above $1/5$ the right side is positive, so $\nu$ falls as $p$ falls; below $1/5$ it rises. For $\nu=1/5+\eta$ with small $\eta$, the right side is $3(24/25)(5\eta)/12=6\eta/5$, and so $\eta\propto p^{6/5}$. The porous body gradually forgets the Poisson ratio of its skeleton.

The limit $\nu_s\to1/2$ needs care. There $a_K$ diverges, because an incompressible solid can change its outer volume only through its pores. The dilute law then becomes $1/K'=3\delta/(4G)$: the first few pores make $K$ finite, and the fractional change of $K$ is not small.

## Second derivation: a pore as a strained inclusion

This route sets $\nu=1/5$ from the start and treats all loads together. Fill the pore with the surrounding material and give the filling a stress-free strain $\varepsilon^*$. The stress there is $C:(\varepsilon-\varepsilon^*)$. If it vanishes, the surroundings feel no traction, exactly as around a pore. The condition is $\varepsilon=\varepsilon^*$ in the filling.

**Strain made by the inclusion.** Let $\chi=1$ in the sphere and 0 outside, and let $\tau=C:\varepsilon^*$. The extra displacement obeys $\nabla\cdot(C:\nabla u)=\nabla\cdot(\tau\chi)$. For a Fourier component with wave vector $k\xi$, $|\xi|=1$, this reads $-k^2N\hat u=ik\,\tau\xi\,\hat\chi$, where

$$N=G\left(I+\frac{\xi\xi}{1-2\nu}\right),\qquad N^{-1}=\frac1G\left(I-\frac{\xi\xi}{2(1-\nu)}\right)=\frac1G\left(I-\tfrac58\xi\xi\right).$$

The strain component is $\Gamma(\xi)\hat\chi$, where $\Gamma$ is the symmetric part of $\xi\otimes N^{-1}\tau\xi$. It depends on the direction $\xi$ but not on $k$.

To return to real space, let $Q(s)$ be the area in which the plane $\xi\cdot x=s$ cuts the sphere. The Fourier transform of $\chi$ along $\xi$ is that of $Q$. The factor $k^2$ in the volume element produces $-Q''$, so

$$\varepsilon(x)=-\frac1{8\pi^2}\int d\Omega\,\Gamma(\xi)\,Q''(\xi\cdot x).$$

For a sphere $Q=\pi(R^2-s^2)$ and $Q''=-2\pi$ at every interior point. The strain inside is therefore uniform and equals the average of $\Gamma$ over directions.

**The average.** Isotropy gives $\langle\xi_i\xi_j\rangle=I_{ij}/3$. For traceless $\tau$ it also gives $\langle\xi_i\xi_j\xi_k\xi_l\rangle\tau_{kl}=2\tau_{ij}/15$. There are two cases.

- Traceless part, with $\tau=2G\varepsilon^*$: $\langle\Gamma\rangle=\dfrac{\tau}{G}\left(\dfrac13-\dfrac58\cdot\dfrac2{15}\right)=\dfrac{\tau}{4G}=\dfrac{\varepsilon^*}2.$
- Hydrostatic part, with $\tau=3K\varepsilon^*=4G\varepsilon^*$ because $K=4G/3$: $\langle\Gamma\rangle=\dfrac{\tau}{3G}\left(1-\dfrac58\right)=\dfrac{\tau}{8G}=\dfrac{\varepsilon^*}2.$

Both parts carry the same factor $1/2$. With a remote strain $\varepsilon_\infty$, the pore condition is $\varepsilon^*=\varepsilon_\infty+\varepsilon^*/2$, so $\varepsilon^*=2\varepsilon_\infty$. At $\nu=1/5$ an empty sphere strains twice as much as the distant solid, under any uniform remote load.

**Product of generations.** Averaging $\sigma=C:(\varepsilon-\varepsilon^*\chi)$ over a body with pore fraction $\delta$ gives

$$\bar\varepsilon=C^{-1}:\bar\sigma+\delta\varepsilon^*=(1+2\delta)\,C^{-1}:\bar\sigma$$

to first order in $\delta$. The whole compliance tensor is multiplied by one number, so $\nu$ stays at $1/5$ and the step can be repeated. After $N$ generations

$$\frac{E}{E_s}=(1+2\delta)^{-N},\qquad p=(1-\delta)^N,\qquad \frac{\ln(E/E_s)}{\ln p}=\frac{-\ln(1+2\delta)}{\ln(1-\delta)}\to2$$

as $\delta\to0$ at fixed $p$. This is again $E=E_sp^2$. Carrying out such a sequence numerically, with the directional average evaluated by quadrature and the step extrapolated to zero, gave $E/E_s=0.25000$ and $\nu=0.20000$ at $\phi=0.5$.

## What each derivation assumes

Both need linear elasticity, traction-free spherical pores and generations that are dilute and widely separated in size. The first keeps $\nu$ general. It therefore finds the fixed value and shows that other skeletons move towards it, but it needs a separate boundary problem for each type of load. The second assumes $\nu=1/5$ and shows that this value persists; it does not show attraction. Its inclusion argument extends to ellipsoids, because their section area is also quadratic in $s$.

The size separation is the assumption that turns the factor 2 into a square. Other assumptions about pore interaction give other laws from the same factor. Let $M$ stand for $K$, $G$ or $E$ at $\nu=1/5$.

- If pores respond to the mean stress in the solid, $\bar\sigma/(1-\phi)$, then $M_s/M=1+2\phi/(1-\phi)$, so $M/M_s=(1-\phi)/(1+\phi)$.
- If each pore sits in the final porous medium, then $1/M=1/M_s+2\phi/M$, so $M/M_s=1-2\phi$, which vanishes at $\phi=1/2$.

All three laws start as $1-2\phi$ and differ at order $\phi^2$. The square lies between the others: it exceeds the second by $\phi^2$ and falls below the first by $\phi^2(1-\phi)/(1+\phi)$. It keeps some stiffness at every $\phi<1$, so it cannot describe a skeleton that falls apart at finite solid fraction.

## A porous interlayer film

Take $E_s=12$ GPa, $\nu_s=0.2$ and $\phi=0.25$, with pores of radius 1 nm in a film 200 nm thick. The skeleton has $K_s=12/1.8=6.67$ GPa and $G_s=12/2.4=5.00$ GPa. The film has

$$E=12\times0.75^2=6.75\ \text{GPa},$$

with $K=3.75$ GPa and $G=2.81$ GPa. A quarter of the volume is removed and 44% of the stiffness is lost. If $E$ must stay above a chosen floor of 5 GPa, the model allows $\phi\le1-\sqrt{5/12}\approx0.35$, for this skeleton and the square law. The other two spherical-pore laws give 0.41 and 0.29 for the same floor.

The skeleton's Poisson ratio matters little here. With $E_s$ held fixed, $\nu_s=0.1$ raises $E$ by 0.6% and $\nu_s=0.3$ lowers it by 0.2%. The Poisson ratio itself moves to 0.128 and 0.270, towards 0.2 in both cases.

These inputs are rough values in the regime of porous organosilicate dielectrics. Such films do not have pores of widely separated sizes, and their pores may be irregular or connected. The two other interaction laws give 7.2 and 6.0 GPa, or $+7$% and $-11$% relative to 6.75 GPa. The first value is also the Hashin-Shtrikman upper bound for an isotropic porous body with this skeleton; the second is not a lower bound. Randomly oriented flattened pores of aspect ratio 1/3 give 5.9 GPa, or $-13$%. Their factors in the skeleton are $a_K=2.69$ and $a_G=2.41$. Since $K$ falls faster than $G$, the Poisson ratio drops to 0.185: for these flattened pores $1/5$ is not a fixed value. Flatter pores cost much more: aspect ratio 0.2 gives 4.8 GPa, below the chosen floor, and 0.1 gives 2.6 GPa.

Nanometre pores also have walls with their own elasticity. Take a wall with no tension at rest, and let its tension change by $\kappa$ times the relative change of wall area. Under a hydrostatic strain $\epsilon$ this change is $2\kappa\epsilon$, and force balance gives a radial stress $4\kappa\epsilon/R$. The wall thus acts like a filling of bulk modulus $4\kappa/(3R)$, which is 1.33 GPa for an assumed $\kappa=1$ N/m. With $G$ kept at its unmodified value, the film's $K$ changes by $+24$% for $\kappa=+1$ N/m and by $-33$% for $\kappa=-1$ N/m. Because $1/E=1/(3G)+1/(9K)$, about a fifth of a small relative change in $K$ reaches $E$, and four fifths of one in $G$. A sheared wall also changes its area locally, so the same $\kappa$ acts on $G$. Solving the shear problem with this wall changes $G$ by about $+5$% and $-12$%, and gives $E\approx7.3$ and $5.5$ GPa for $\kappa=+1$ and $-1$ N/m. The size and sign of this correction depend on a surface modulus that is assumed here, and a tension already present at rest would add a further term. The estimate also gives every generation the same radius. The negative case is formal: a wall with only a negative area modulus is unstable to short ripples, here at wavelengths of about 1 nm, where the continuum picture itself fails.

Two other effects are expected to be small. About 2% of the film lies within one pore diameter of a face, where a pore does not see an infinite medium. An assumed temperature coefficient of $10^{-4}$ per kelvin changes the modulus by 0.8% over 80 K. For this film the square law gives 6.75 GPa, the two other interaction laws give 6.0 and 7.2 GPa, and pores of aspect ratio 1/3 give 5.9 GPa. These values do not bracket a real film: flatter pores fall well below them, and an elastic wall can move $E$ past either end. The numerical output lists the separate contributions.

## Table of computed values

```
CHECKS (dimensionless)
nu=0.00: shear loss per pore fraction, energy 2.1425, formula 2.1429
nu=0.20: shear loss per pore fraction, energy 1.9996, formula 2.0000
nu=0.35: shear loss per pore fraction, energy 1.8567, formula 1.8571
porosity 0.10: stepwise E/E_s 0.81000, law 0.81000, nu 0.20000
porosity 0.25: stepwise E/E_s 0.56250, law 0.56250, nu 0.20000
porosity 0.50: stepwise E/E_s 0.25000, law 0.25000, nu 0.20000
Decay exponent of a small Poisson deviation: 1.200
EXAMPLE INPUTS (rough or assumed)
Skeleton Young modulus: 12.00 GPa
Skeleton Poisson ratio: 0.20
Porosity: 0.25
Pore radius: 1.0 nm
Film thickness: 200 nm
Chosen modulus floor: 5.00 GPa
EXAMPLE RESULTS
Skeleton bulk modulus: 6.667 GPa
Skeleton shear modulus: 5.000 GPa
Film Young modulus: 6.750 GPa
Film bulk modulus: 3.750 GPa
Film shear modulus: 2.812 GPa
Largest porosity at the floor: 0.3545
NEGLECTED EFFECTS (change relative to the film values above)
Skeleton nu=0.10: E 6.792 GPa (+0.63 %), film nu 0.1282
Skeleton nu=0.30: E 6.739 GPa (-0.16 %), film nu 0.2701
Pores see mean solid stress: E 7.200 GPa (+6.7 %)
Pores see final medium: E 6.000 GPa (-11.1 %)
Flattened pores, aspect ratio 0.333: a_K 2.688, a_G 2.412
Flattened pores: E 5.902 GPa (-12.6 %), nu 0.1849
Wall modulus -1.0 N/m: filling -1.333 GPa, film K 2.530 GPa (-32.5 %)
Wall modulus +1.0 N/m: filling +1.333 GPa, film K 4.640 GPa (+23.7 %)
Film share within one pore diameter of a face: 2.0 %
Assumed thermal coefficient, size: 1.0e-04 1/K
Temperature rise: 80 K
Thermal change of modulus, size: 0.8 %
```
